# Nonnegative Ion-Energy Inversion and Peak-Width Error from Retarding-Field Current

## What scaling fixes

A retarding-field analyser collects the ions whose energy exceeds a barrier set by the voltage $V$. Let $g(E)$ be the collected ion current per unit energy, in µA/eV, with $E$ the energy of motion normal to the electrode. We want the width $W$ of the peak in $g$ and its uncertainty.

Multiplying the current by a constant $c$ multiplies $g$ by $c$ and leaves the width unchanged, so $W(cg)=W(g)$. Differentiating at $c=1$ gives

$$\sum_j q_jg_j=0,\qquad q_j=\frac{\partial W}{\partial g_j}.$$

A common gain error therefore does not affect the width, provided the strength of any smoothing relative to the data is kept fixed. Under the same condition, for small noise of relative size $\varepsilon$, the width error has the form

$$\sigma_W=\varepsilon\,\mathcal E,$$

where $\mathcal E$ is an energy fixed by the peak shape, the voltage grid, the resolution, the smoothing and the way the noise varies with voltage. The task is to find $\mathcal E$. In the notation introduced below, the condition is that $\lambda\sigma_i^2$ stays fixed. If $\lambda$ alone is held fixed, lower noise also means weaker smoothing: in the iodine example, halving the noise then lowers $\sigma_W$ by only about 12%, and a gain error of 30% that also scales the fitted noise shifts the width by about 0.02 eV.

## Three energies by hand

Let ions arrive at 1, 2 and 3 eV with currents $a,b,c$ in µA, and set the barrier at 0.5, 1.5 and 2.5 V. For singly charged ions a barrier of $V$ volts stops energies below $V$ electronvolts, so

$$I_1=a+b+c,\qquad I_2=b+c,\qquad I_3=c.$$

The measured currents are $I=(6,5,1)$ µA, each with independent noise $\sigma=1$ µA, made large for clarity. Subtraction gives $(a,b,c)=(1,4,1)$.

**Width.** Join the points by straight lines. The half-height $b/2$ is crossed at a distance $(b-b/2)/(b-a)$ to the left of the centre, and similarly on the right:

$$W=\frac b2\left(\frac1{b-a}+\frac1{b-c}\right)=2\left(\frac13+\frac13\right)=1.33\ \text{eV}.$$

Its derivatives are

$$\frac{\partial W}{\partial a}=\frac{b}{2(b-a)^2}=\frac29,\qquad \frac{\partial W}{\partial c}=\frac29,$$

$$\frac{\partial W}{\partial b}=\frac12\left(\frac13+\frac13\right)-\frac42\left(\frac19+\frac19\right)=-\frac19.$$

The scaling rule holds: $(2-4+2)/9=0$.

**Noise.** Since $\delta a=\delta I_1-\delta I_2$, $\delta b=\delta I_2-\delta I_3$ and $\delta c=\delta I_3$,

$$\delta W=\tfrac29\delta I_1-\tfrac39\delta I_2+\tfrac39\delta I_3,$$

$$\sigma_W=\frac{\sqrt{4+9+9}}9=0.52\ \text{eV}.$$

Error bars on $a,b,c$ alone would not suffice. Their variances are 2, 2 and 1, and treating them as independent gives $\sqrt{8+2+4}/9=0.42$ eV. The difference is due to correlations: $a$ and $b$ share the noise of $I_2$, and $b$ and $c$ share that of $I_3$.

**Smoothing.** Now add to the squared misfit a penalty $\lambda$ times the sum of squared second differences, with $g=0$ at 0 and 4 eV. The second differences are $b-2a$, $a-2b+c$ and $b-2c$. Take $\lambda=1/4$ in these units. Setting the derivatives with respect to $a,b,c$ to zero gives

$$\begin{pmatrix}9/4&0&5/4\\0&7/2&1\\5/4&1&17/4\end{pmatrix}
\begin{pmatrix}a\\b\\c\end{pmatrix}=\begin{pmatrix}6\\11\\12\end{pmatrix}.$$

For instance, the first diagonal element is $1+5\lambda$, and the right side contains $I_1$, $I_1+I_2$ and $I_1+I_2+I_3$. The first two rows give $a=(6-\frac54c)/\frac94$ and $b=(11-c)/\frac72$. Substitution in the third row gives $\frac{206}{63}c=\frac{348}{63}$, hence

$$(a,b,c)=\frac{(178,274,174)}{103}=(1.73,\,2.66,\,1.69).$$

The side values now exceed the half-height 1.33, so the crossings lie beyond them:

$$W=\left(1+\frac{1.73-1.33}{1.73}\right)+\left(1+\frac{1.69-1.33}{1.69}\right)\approx2.44\ \text{eV}.$$

Here $W=4-\frac b2(1/a+1/c)$, so $q\approx(0.45,-0.59,0.47)$. Solving the same matrix equation with $q$ on the right gives $z\approx(0.13,-0.20,0.12)$. The response to the currents is $r=(z_1+z_2+z_3,\ z_2+z_3,\ z_3)\approx(0.05,-0.08,0.12)$, and its length gives $\sigma_W\approx0.15$ eV. The noise error has fallen from 0.52 to 0.15 eV while the width has grown from 1.33 to 2.44 eV. A small noise error therefore does not show that the width is accurate.

**Nonnegativity.** Suppose instead that $I=(6,5,-1)$ and $\lambda=0$. Subtraction gives $(1,6,-1)$. Replacing the last entry by zero would leave a total of 7, although $I_1=6$. The constrained fit sets $c=0$ and refits the others, giving $(1,5,0)$. Half the derivative of the squared misfit with respect to $c$ is then

$$(6-6)+(5-5)+(0-(-1))=+1.$$

Raising $c$ from zero would worsen the fit, so the bound is justified.

## The general problem

**Analyser response.** Assume a Gaussian spread $\sigma_r$ of the barrier. An ion passes with probability $K(E-V)=\Phi((E-V)/\sigma_r)$, where $\Phi$ is the cumulative normal function and $\varphi=\Phi'$. Then

$$I(V)=\int K(E-V)\,g(E)\,dE.$$

For a perfect analyser $K$ is a step and $g=-dI/dV$. Represent $g$ by straight lines between nodes $E_j$ of spacing $h$, so that $g=\sum_jg_j\Lambda_j$, where the hat function $\Lambda_j$ is 1 at its node and falls to 0 at the neighbours. Let $P''=K$. Integrating by parts, with $\Lambda_j$ zero at its ends and slopes $\pm1/h$,

$$A_{ij}=\int P''\Lambda_j\,dE=-\int P'\Lambda_j'\,dE
=\frac{P_{j+1}-2P_j+P_{j-1}}h,$$

where $P_j=P(E_j-V_i)$. A suitable function is

$$P(x)=\tfrac12\left[(x^2+\sigma_r^2)\,\Phi(x/\sigma_r)+x\sigma_r\,\varphi(x/\sigma_r)\right].$$

Because $\varphi'(z)=-z\varphi(z)$, its derivative is $P'=x\Phi+\sigma_r\varphi$. Differentiating again gives $\Phi+x\varphi/\sigma_r-x\varphi/\sigma_r=\Phi$, as required.

**Noise.** Repeat the sweep $R$ times. At each voltage compute the sample variance, fit these variances to $\alpha+\beta I^2$, and divide by $R$. This gives the variances $\sigma_i^2$ of the averaged current, which form the diagonal matrix $\Sigma$. Independence between voltages is assumed. Drift during a sweep violates it and would require off-diagonal elements.

**Minimisation.** With offset subtracted and no ions above the window, minimise

$$Q=\sum_i\frac{[(Ag)_i-I_i]^2}{\sigma_i^2}+\lambda h\sum_j(Lg)_j^2,\qquad g_j\ge0.$$

The first sum is $\chi^2$. The matrix $L$ takes second differences divided by $h^2$, with zero values outside the window, so the penalty approximates $\lambda\int(g'')^2dE$. Define

$$H=A^T\Sigma^{-1}A+\lambda hL^TL,\qquad c=A^T\Sigma^{-1}I,$$

so that $Q=g^THg-2c^Tg+\text{const}$. If $Lg=0$, then $g$ is linear in node number and vanishes at both outer points, hence $g=0$. For $\lambda>0$, $H$ is therefore positive definite.

Let $y=Hg-c$. The solution is characterised by

$$g_j\ge0,\qquad y_j\ge0,\qquad g_jy_j=0.$$

To see that these conditions suffice, compare with any other nonnegative $g'$:

$$Q(g')-Q(g)=(g'-g)^TH(g'-g)+2(g'-g)^Ty.$$

The last product equals $g'^Ty\ge0$ because $g^Ty=0$. The first term is positive unless $g'=g$, so the minimum is unique.

**Algorithm.**

1. Start with every node free.
2. Solve $H_{FF}g_F=c_F$ on the free set $F$ and put the other nodes to zero.
3. Mark free nodes with $g_j<0$ and bound nodes with $y_j<0$.
4. If none is marked, stop. Otherwise switch all marked nodes between free and bound, and return to step 2.
5. If the number marked stops falling after a few such exchanges, switch one marked node at a time, the one with the highest index, until it falls.

Any result that satisfies the three conditions is the minimum, whatever path led to it. If an iteration limit is reached first, the result must be rejected.

## From current noise to width error

If no node is about to change between free and bound, a small change of current gives

$$\delta g_F=H_{FF}^{-1}A_F^T\Sigma^{-1}\delta I.$$

A rf peak can have two horns. Split $g$ at its mean energy, take the parabolic maximum $H_p$ of each horn, and move outward to the point $E_c$ where $g=H_p/2$. Perturbing this equation gives

$$\delta g(E_c)+g'(E_c)\,\delta E_c=\tfrac12\delta H_p,$$

$$\delta E_c=-\frac{\delta g(E_c)-\frac12\delta H_p}{g'(E_c)}.$$

Since the slope vanishes at the parabola's vertex, $\delta H_p$ is the change of the parabola at fixed energy. The width is the right crossing minus the left one, and collecting the coefficients of $\delta g_j$ gives $q$. Then $\delta W=r^T\delta I$, with

$$r=\Sigma^{-1}A_FH_{FF}^{-1}q_F,\qquad \boxed{\sigma_W^2=r^T\Sigma r}.$$

Equivalently $\sigma_W^2=q_F^TCq_F$, where $C=H_{FF}^{-1}BH_{FF}^{-1}$ and $B=A_F^T\Sigma^{-1}A_F$. Using $H_{FF}^{-1}$ itself as the covariance answers a different question. The difference is

$$H_{FF}^{-1}-C=H_{FF}^{-1}\left(\lambda hL^TL\right)_{FF}H_{FF}^{-1},$$

which is never negative. It adds the variance allowed by treating the smoothness penalty as a Gaussian prior.

## Choosing the smoothing

The noise is taken as Gaussian. Let $\bar I$ be the noise-free current, $n=I-\bar I$, and $F_i=(Ag)_i$ the fitted current. Expanding the misfit,

$$\chi^2=\sum_i\frac{(F_i-\bar I_i)^2-2n_i(F_i-\bar I_i)+n_i^2}{\sigma_i^2}.$$

A Gaussian density $p$ satisfies $n_ip=-\sigma_i^2\,\partial p/\partial n_i$, so integration by parts gives $\langle n_iF_i\rangle=\sigma_i^2\langle\partial F_i/\partial I_i\rangle$. Also $\langle n_i\bar I_i\rangle=0$. With $M$ voltages,

$$\left\langle\sum_i\frac{(F_i-\bar I_i)^2}{\sigma_i^2}\right\rangle=\langle\chi^2+2\nu-M\rangle,$$

$$\nu=\sum_i\frac{\partial F_i}{\partial I_i}=\mathrm{tr}\left(H_{FF}^{-1}B\right).$$

The fit is continuous, and its derivative fails to exist only at changes of the free set, which have zero probability. The bound therefore does not spoil the identity. Choose the $\lambda$ that minimises $\chi^2+2\nu-M$. This targets the error of the current, not that of the width.

The smoothing scale follows from a wave of wavenumber $k$ in $g$, away from bounds and with uniform noise. Integration divides its amplitude by $k$ and blur multiplies it by $e^{-k^2\sigma_r^2/2}$. With voltage step $h$, misfit and penalty have equal weight when

$$\frac{e^{-k^2\sigma_r^2}}{h\sigma^2k^2}=\lambda k^4.$$

Without blur, $1/k=(\lambda h\sigma^2)^{1/6}$. A hundredfold change in $\lambda$ then changes the smoothing scale by a factor of only $100^{1/6}=2.15$.

## An iodine sheath

The example simulates I⁺ ions crossing a rf sheath. Let a Child-law sheath of fixed width $s$ carry the voltage $V(t)=\bar V+\tilde V\sin\omega t$. Its field at $x=su^3$ is $4Vu/(3s)$, and $dx=3su^2du$, so the kinetic energy $\mathcal K$ obeys

$$d\mathcal K=4eV(t)u^3\,du.$$

For the mean voltage and negligible entry energy, $\mathcal K=e\bar Vu^4$ and the speed is $v_wu^2$, with $v_w$ the speed at the wall. Thus $dt=(3s/v_w)\,du=\tau\,du$. To first order in $\tilde V$, an ion arriving at time $t_w$ has the energy change

$$\delta\mathcal K=4e\tilde V\int_0^1u^3\sin[\omega t_w-\omega\tau(1-u)]\,du\approx-\frac{4e\tilde V}{\omega\tau}\cos\omega t_w.$$

The last form is the boundary term of an integration by parts, valid for $\omega\tau\gg1$. The full splitting is

$$\Delta E=\frac{8e\tilde V}{\omega\tau}=\frac{8e\tilde Vv_w}{3\omega s}.$$

At 13.56 MHz, with $\bar V=100$ V, $\tilde V=50$ V and $s=1.416$ mm, the phase $\omega\tau$ is 29.35 (ions entering at the Bohm speed actually cross in about 21 rad, but the splitting is set by the term at the wall). This gives $400/29.35=13.63$ eV; integrated trajectories give 13.62 eV. Such close agreement is partly accidental: for I₂⁺, with twice the mass, the formula gives 9.64 eV and the trajectories 9.88 eV, so an accuracy of a few percent within this sheath model is a safer expectation. Near its two extremes the arrival energy changes only slowly with the rf phase, so many ions arrive with nearly these energies, which produces the horns.

The trajectory energies, broadened by an intrinsic 1 eV Gaussian, form the true distribution. Its width is 14.997 eV by the definition above. The analyser adds another 1 eV of blur, which would raise the width to 15.550 eV if left in.

Twenty simulated sweeps cover 80 to 125 V in 0.5 V steps. The fitted noise per sweep has a floor of 0.0618 µA and a part equal to 2.10% of the current. At the full current of 12.1 µA the averaged noise is

$$\frac{\sqrt{0.0618^2+(0.0210\times12.1)^2}}{\sqrt{20}}=0.0585\ \text{µA}.$$

The risk rule, applied on a half-decade grid, selects $\lambda=10$ eV⁵/µA². With this noise the balance condition gives $k\approx1.4$ eV⁻¹, a smoothing scale of about 0.7 eV; near the upper horn, where the noise is about four times smaller, it gives $k\approx1.8$ eV⁻¹, or about 0.55 eV. The fit has $\chi^2=72.2$ with $\nu=11.0$, compared with a rough expectation of $91-11=80$. At the taller horn, near 96 eV, the noise is 0.036 µA/eV, against 0.066 µA/eV for simple differencing, which also keeps the blur.

The recovered width is

$$W=15.25\ \text{eV}=2.44\ \text{aJ},\qquad \sigma_W=0.11\ \text{eV}=0.018\ \text{aJ}.$$

Dropping correlations would give 0.08 eV, and using $H_{FF}^{-1}$ as the covariance 0.21 eV. Inverting noise-free current with the same $\lambda$ gives 15.153 eV, so the total error of 0.25 eV consists of about 0.16 eV of bias and 0.09 eV of noise.

In 500 fresh data sets at fixed $\lambda$, the scatter and the mean propagated error are both 0.101 eV. The formula thus describes the noise well. Yet nominal 95% intervals contain the true width in only 64.8% of cases. Bias explains this: it is $0.155/0.101\approx1.53$ standard errors, for which a Gaussian estimate gives 66%. Coverage of the noise-free recovered width is 92.0% in this sample. With 500 data sets such percentages are uncertain by one to two points, and a larger sample gives a value close to the nominal 95%.

The bias is hard to see from the data. Re-inverting the fitted current suggests 0.003 eV, far below the true 0.155 eV. One reason is that the fitted curve has already been smoothed, so a second smoothing widens it less. The noise of a single data set also shifts this estimate, so its closeness to zero has no special meaning. Varying $\lambda$ in noise-free inversions shows the exchange:

| $\lambda$ factor | bias (eV) | noise error (eV) |
|---:|---:|---:|
| 0.01 | 0.025 | 0.537 |
| 1 | 0.155 | 0.099 |
| 100 | 0.524 | 0.036 |

Choosing $\lambda$ anew for each of 100 data sets raises the scatter to 0.17 eV and gives a mean bias of 0.11 eV. Together these amount to $\sqrt{0.17^2+0.11^2}\approx0.20$ eV. This is a fairer figure than 0.11 eV for this peak and noise level, but it is not a bound. These trials keep the noise variances fixed instead of refitting them, and an occasional choice of a much smaller $\lambda$ can give a far larger error, as the first row of the table suggests. Roughly one data set in nine selects $\lambda\le1$, and a single rare outlier can dominate the scatter of a whole batch.

## Comparison with a real analyser

The plasma values are rough ones for a low-pressure discharge: 2 mTorr, electron temperature 3 eV and sheath-edge density $10^{10}$ cm⁻³. The noise and resolution are chosen, not measured. Real iodine plasma also contains I₂⁺, whose splitting here is 9.9 eV; a 20% share of the current shifts the recovered width by −0.36 eV. Overstating the analyser resolution width by 20% shifts it by −0.29 eV. Both exceed the noise error. A positive offset of 0.5% of the full current causes no shift at the printed precision: a constant current looks like ions that pass every barrier, and the fit places these false ions near the top of the window, away from the peak. A negative offset cannot be absorbed in this way, because $g\ge0$. It distorts the peak, shifting the width by a few hundredths of an eV for offsets down to −0.5% and by about −0.2 eV at −1%.

For an assumed cross-section of $10^{-14}$ cm², 8.7% of ions collide in the sheath and 17.6% in a 3 mm analyser. Their effect on the width is not included, and a shorter analyser path would reduce the second figure. Negative iodine ions, also omitted, would alter the sheath-edge speed. The sheath edge moves in reality, so the predicted splitting is much less certain than its digits suggest. Static Child-law widths at the voltage extremes are 0.84 and 1.92 mm, but they do not give the actual range of motion: they assume that the ion density follows the voltage, whereas these ions take several rf periods to cross. The field used for the trajectories makes the same assumption. If the ion charge stayed fixed and the edge were still at rest, the rf field would be uniform, $\tilde V/s$, and the same boundary term would give a splitting of $6e\tilde V/(\omega\tau)$, a quarter less than the formula above. A uniform field also acts on the ions as they enter, so this estimate of 10.2 eV is rougher: trajectories give about 9 to 11 eV for entry energies between 1 and 3 eV. The sheath dynamics thus change the distribution to be measured, but the inversion itself assumes no sheath model. The complete values are in the numerical output below.

## Computed values

```
Mean / rf amplitude: 100 / 50 V
Frequency: 13.56 MHz; electron temperature: 3.0 eV
Sheath-edge density: 1.0e+10 cm^-3
I+ mass: 126.904 u; Bohm speed: 1510 m/s
Ion current density: 0.2420 mA/cm2
Mean sheath width: 1.416 mm
Transit phase omega*tau: 29.35 rad
Splitting, formula / trajectories: 13.627 / 13.620 eV
Trajectory energy range: 94.747 to 108.367 eV
Collector area: 1.0 cm2; transmission: 0.05
Full collector current: 12.099 uA
Intrinsic / analyser sigma: 1.00 / 1.00 eV
Window: 80 to 125 eV; step: 0.50 eV
Nodes / voltages / sweeps: 91 / 91 / 20
Sweep noise floor, set / fitted: 0.0605 / 0.0618 uA
Proportional noise, set / fitted: 2.00 / 2.10 %
Mean-current noise, first / last voltage: 0.0585 / 0.0138 uA
Largest hat-grid current error: 0.0086 uA
Chosen lambda: 1.000e+01 eV^5/uA^2
chi^2 / effective degrees of freedom: 72.21 / 10.97
Free / zero-bound nodes: 39 / 52
Highest horn: 96.0 eV, 1.253 uA/eV
Horn noise, inversion / difference: 0.0359 / 0.0663 uA/eV
True width: 14.997 eV
Width with analyser blur left in: 15.550 eV
Recovered width: 15.247 eV = 2.443 aJ
Propagated width error (1 sigma): 0.112 eV = 0.0179 aJ
Width error if correlations dropped: 0.082 eV
Width error from inverse Hessian: 0.209 eV
Noise-free recovered width: 15.153 eV
Width bias, true / data-only estimate: +0.155 / +0.003 eV
Lambda x 0.01: bias +0.025 eV, noise error 0.537 eV
Lambda x 1: bias +0.155 eV, noise error 0.099 eV
Lambda x 100: bias +0.524 eV, noise error 0.036 eV
Replicas, fixed / reselected lambda: 500 / 100
Fixed lambda: mean width 15.154 eV, scatter 0.101 eV
Mean propagated error in replicas: 0.101 eV
95% interval coverage of true width: 64.8 %
95% interval coverage of noise-free width: 92.0 %
Reselected lambda: mean 15.105 eV, scatter 0.170 eV
Risk estimate minus loss: -0.271 +/- 0.601
I2+ trajectory splitting: 9.881 eV
Width shift, 20% I2+ current: -0.357 eV
Width shift, offset 0.5% of full current: +0.000 eV
Width shift, resolution taken 20% too wide: -0.287 eV
Pressure: 2.0 mTorr; gas temperature: 300 K
Assumed collision cross-section: 1.0e-14 cm2
Ion mean free path: 15.53 mm
Collision probability, sheath: 8.7 %
Collision probability, 3 mm analyser: 17.6 %
Analyser current / Child limit, 1 mm gap: 0.0249
Mean transverse energy at T_i=0.05 eV: 0.05 eV
Static sheath widths at voltage extremes: 0.842 / 1.919 mm
```
